# Triplet pairing under antisymmetric spin-orbit coupling: survival, mixing and line nodes: a numerical check

```python
"""
Result under test: antisymmetric spin-orbit coupling alpha*g(k).sigma leaves Tc
of a triplet state unchanged only if d(k) is parallel to g(k); unequal sheet
densities mix it with a singlet; the sheet gaps are
    Delta_lam = Delta_s + lam*Delta_t*u,   lam = +1 or -1,
and line nodes occur on one sheet if 0 < |Delta_s/Delta_t| < max(u).
Model: g = (ky,-kx,0)/kF, |g| = sin(theta) on the unsplit Fermi sphere,
u = sqrt(3/2)*sin(theta), parabolic band, electron mass 1, hartree units.
Tc0: transition temperature of the triplet channel without spin-orbit coupling.
v_s, v_t: dimensionless singlet and triplet couplings (positive = attraction).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve
from scipy.special import digamma

rng = np.random.default_rng(4)
KELVIN = physical_constants["hartree-kelvin relationship"][0]
EG = np.exp(np.euler_gamma)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one = np.eye(2, dtype=complex)
isy = 1j * pauli[1]


def dot_sigma(v):
    return np.einsum("i,ijk->jk", v, pauli)


# ---------- pair function from Green-function matrices ----------
a_vec = rng.normal(size=3)
a_len = np.linalg.norm(a_vec)
a_hat = a_vec / a_len
psi_test, d_test = 0.7, rng.normal(size=3)
omega = 0.4
M = 4000
angle = -np.pi / 2 + (np.arange(M) + 0.5) * np.pi / M
xi_grid = np.tan(angle)
xi_weight = np.pi / M / np.cos(angle)**2
gap_matrix = (psi_test * one + dot_sigma(d_test)) @ isy
pair = np.zeros((2, 2), dtype=complex)
for w in (omega, -omega):
    G_k = np.linalg.inv((1j * w - xi_grid)[:, None, None] * one
                        - dot_sigma(a_vec))
    G_minus = np.linalg.inv((-1j * w - xi_grid)[:, None, None] * one
                            + dot_sigma(a_vec))
    F_k = G_k @ gap_matrix @ np.transpose(G_minus, (0, 2, 1))
    pair += 0.5 * np.einsum("n,nij->ij", xi_weight, F_k)
pair = pair @ np.linalg.inv(isy)
pair_s = 0.5 * np.trace(pair)
pair_t = np.array([0.5 * np.trace(pair @ p) for p in pauli])
d_par = a_hat * (a_hat @ d_test)
d_perp = d_test - d_par
assert abs(pair_s - psi_test * np.pi / omega) < 1e-7
assert np.allclose(pair_t, d_par * np.pi / omega
                   + d_perp * np.pi * omega / (omega**2 + a_len**2), atol=1e-7)


# ---------- suppression function against a thermal-energy integral ----------
def f_sup(x):
    return np.real(digamma(0.5 + 1j * np.asarray(x))) - digamma(0.5)


for split in (0.5, 3.0, 12.0):
    def thermal(x, b=split):
        return (np.tanh(x / 2) - 0.5 * np.tanh((x + b) / 2)
                - 0.5 * np.tanh((x - b) / 2)) / x
    value = quad(thermal, 1e-8, split, limit=200)[0]
    value += quad(thermal, split, split + 60, limit=200)[0]
    assert abs(value - f_sup(split / (2 * np.pi))) < 1e-6

# ---------- the nine p-wave states ----------
nodes, weights = np.polynomial.legendre.leggauss(200)
theta = 0.5 * np.pi * (nodes + 1)
sin_t = np.sin(theta)
w_t = 0.5 * np.pi * weights * sin_t / 2
phi = 2 * np.pi * np.arange(16) / 16
TH, PH = np.meshgrid(theta, phi, indexing="ij")
k_hat = np.stack([np.sin(TH) * np.cos(PH), np.sin(TH) * np.sin(PH),
                  np.cos(TH)], axis=-1)
g_hat = np.stack([np.sin(PH), -np.cos(PH), 0 * PH], axis=-1)


def perpendicular(A):
    A = np.array(A, dtype=float)
    D = np.sqrt(3) * k_hat @ A.T / np.linalg.norm(A)
    return D - g_hat * np.sum(D * g_hat, axis=-1, keepdims=True)


states = {
    "(ky,-kx,0)": [[0, 1, 0], [-1, 0, 0], [0, 0, 0]],
    "(kx,ky,0)": [[1, 0, 0], [0, 1, 0], [0, 0, 0]],
    "(0,0,kz)": [[0, 0, 0], [0, 0, 0], [0, 0, 1]],
    "(0,0,kx)": [[0, 0, 0], [0, 0, 0], [1, 0, 0]],
    "(0,0,ky)": [[0, 0, 0], [0, 0, 0], [0, 1, 0]],
    "(kz,0,0)": [[0, 0, 1], [0, 0, 0], [0, 0, 0]],
    "(0,kz,0)": [[0, 0, 0], [0, 0, 1], [0, 0, 0]],
    "(kx,-ky,0)": [[1, 0, 0], [0, -1, 0], [0, 0, 0]],
    "(ky,kx,0)": [[0, 1, 0], [1, 0, 0], [0, 0, 0]],
}
profile = {name: np.mean(np.sum(perpendicular(A)**2, axis=-1), axis=1)
           for name, A in states.items()}
perp_weight = {name: float(w_t @ p) for name, p in profile.items()}

cartesian = [perpendicular(np.eye(9)[i].reshape(3, 3)) for i in range(9)]
f_angle = f_sup(5.0 * sin_t / (2 * np.pi))
Q = np.array([[w_t @ (f_angle * np.mean(np.sum(x * y, axis=-1), axis=1))
               for y in cartesian] for x in cartesian])
Q_eig = np.linalg.eigvalsh(Q)
n_protected = int(np.sum(np.abs(Q_eig) < 1e-10))
assert n_protected == 1 and Q_eig[1] > 0.05
Q_named = sorted(w_t @ (f_angle * p) for p in profile.values())
assert np.allclose(Q_eig, Q_named, atol=1e-10)


def tc_condition(t, a, p):
    return np.log(t) + w_t @ (p * f_sup(a * sin_t / (2 * np.pi * t)))


def tc_ratio(a, p):
    """Highest Tc/Tc0 for alpha/(kB Tc0) = a; zero if there is no solution."""
    if abs(tc_condition(1.0, a, p)) < 1e-12:
        return 1.0
    ts = np.logspace(0, -6, 500)
    for hi, lo in zip(ts[:-1], ts[1:]):
        if tc_condition(lo, a, p) < 0:
            return brentq(tc_condition, lo, hi, args=(a, p))
    return 0.0


strengths = (1.0, 10.0, 100.0)
shown = ["(ky,-kx,0)", "(kx,ky,0)", "(0,0,kz)", "(0,0,kx)",
         "(kz,0,0)", "(kx,-ky,0)"]
tc_table = {s: [tc_ratio(a, profile[s]) for a in strengths] for s in shown}
assert all(t == 1.0 for t in tc_table["(ky,-kx,0)"])
for s in ("(kz,0,0)", "(kx,-ky,0)"):
    law = np.pi / (2 * EG * 100) * np.exp(-2 * (w_t @ (profile[s]
                                                     * np.log(sin_t))))
    assert abs(tc_table[s][2] / law - 1) < 2e-3

limits = {}
for s in ("(kx,ky,0)", "(0,0,kz)", "(0,0,kx)"):
    p = profile[s]

    def alpha_at(t, prof=p):
        return brentq(lambda a: tc_condition(t, a, prof), 1e-6, 50)
    end = np.pi / (2 * EG) * np.exp(-(w_t @ (p * np.log(sin_t))))
    assert abs(alpha_at(0.001) / end - 1) < 2e-3
    largest = max(alpha_at(t) for t in np.linspace(0.01, 0.99, 99))
    limits[s] = (end, largest)
    assert largest < 10 and tc_table[s][1] == 0.0 and tc_table[s][2] == 0.0

# ---------- sheet densities of the parabolic band ----------
E_F, alpha, omega_c, v_t = 0.2, 0.04, 0.001, 0.25
k_F = np.sqrt(2 * E_F)
eta = alpha / (2 * E_F)


def density(lam, s):
    R = np.sqrt(1 + (eta * s)**2)
    return (R - lam * eta * s)**2 / R


def sheet_k(lam, s, mu):
    return brentq(lambda k: k * k / 2 + lam * alpha * k * s / k_F - mu,
                  1e-3, 5, xtol=1e-14)


for lam in (1, -1):
    for s in (0.3, 1.0):
        h = 1e-4
        numeric = (sheet_k(lam, s, E_F + h)**3
                   - sheet_k(lam, s, E_F - h)**3) / (6 * h * k_F)
        assert abs(numeric - density(lam, s)) < 1e-5

# singlet amplitude induced by a parallel triplet gap, from Green functions
s_test = np.sin(1.0)
w_small = 2e-4
k_line = np.linspace(0, 5, 200001)
xi_line = k_line**2 / 2 - E_F
field = alpha * k_line * s_test / k_F
sz = pauli[2]
G1 = np.linalg.inv((1j * w_small - xi_line)[:, None, None] * one
                   - field[:, None, None] * sz)
G2 = np.linalg.inv((-1j * w_small - xi_line)[:, None, None] * one
                   + field[:, None, None] * sz)
prod = G1 @ (sz @ isy) @ np.transpose(G2, (0, 2, 1)) @ np.linalg.inv(isy)
induced = np.sum(0.5 * np.trace(prod, axis1=1, axis2=2).real
                 * k_line**2) * (k_line[1] - k_line[0])
expected = np.pi / w_small * k_F * 0.5 * (density(1, s_test)
                                          - density(-1, s_test))
assert abs(induced / expected - 1) < 0.02  # finite-frequency correction

# ---------- mixed singlet-triplet state ----------
u = np.sqrt(1.5) * sin_t
n_plus, n_minus = density(1, sin_t), density(-1, sin_t)
M_ss = w_t @ (n_plus + n_minus) / 2
M_st = w_t @ (u * (n_plus - n_minus)) / 2
M_tt = w_t @ (u**2 * (n_plus + n_minus)) / 2


def tc_from(eigenvalue):
    return 2 * EG / np.pi * omega_c * np.exp(-1 / eigenvalue)


def linear_state(v_s):
    values, vectors = np.linalg.eig(np.array([[v_s * M_ss, v_s * M_st],
                                              [v_t * M_st, v_t * M_tt]]))
    i = int(np.argmax(values.real))
    vec = vectors[:, i].real
    return values[i].real, vec[0] / vec[1]


def gap_residual(v_s, r, kernel, delta_t):
    """Gap equations divided by delta_t; kernel is the energy integral."""
    up, um = r + u, r - u
    cp = 0.5 * n_plus * up * kernel(np.abs(up * delta_t))
    cm = 0.5 * n_minus * um * kernel(np.abs(um * delta_t))
    return [r - v_s * (w_t @ (cp + cm)), 1 - v_t * (w_t @ (u * (cp - cm)))]


def thermal_kernel(T):
    top = np.arcsinh(omega_c / T)
    y = 0.5 * top * (nodes + 1)
    e = T * np.sinh(y)
    we = 0.5 * top * weights * T * np.cosh(y)

    def kernel(gap):
        E = np.sqrt(e[None, :]**2 + gap[:, None]**2)
        return (np.tanh(E / (2 * T)) / E) @ we
    return kernel


def zero_kernel(gap):
    return np.arcsinh(omega_c / np.maximum(gap, 1e-30))


def node_of(r):
    s = abs(r) / np.sqrt(1.5)
    if 0 < s < 1:
        return int(-np.sign(r)), np.degrees(np.arcsin(s))
    return None


results = {}
for v_s in (0.20, 0.30, -0.10):
    Lam, r_c = linear_state(v_s)
    T_c = tc_from(Lam)
    small = 0.05 * T_c / max(1, abs(r_c))
    sol, _, ok, _ = fsolve(lambda z: gap_residual(
        v_s, z[0], thermal_kernel(np.exp(z[1])), small),
        [0.9 * r_c, np.log(0.9 * T_c)], full_output=True)
    assert ok == 1
    assert abs(np.exp(sol[1]) / T_c - 1) < 2e-3
    assert abs(sol[0] / r_c - 1) < 5e-3
    start = np.log(1.7 * T_c / max(1, abs(r_c)))
    sol0, _, ok, _ = fsolve(lambda z: gap_residual(
        v_s, z[0], zero_kernel, np.exp(z[1])), [r_c, start], full_output=True)
    assert ok == 1
    assert np.max(np.abs(gap_residual(v_s, sol0[0], zero_kernel,
                                      np.exp(sol0[1])))) < 1e-7
    results[v_s] = (Lam, T_c, r_c, sol0[0], np.exp(sol0[1]))
assert node_of(results[0.20][3])[0] == 1
assert node_of(results[0.30][3]) is None
assert node_of(results[-0.10][3])[0] == -1


# ---------- Bogoliubov matrices ----------
def bogoliubov(xi, so_field, psi, d):
    gap = (psi * one + dot_sigma(d)) @ isy
    h_k = xi * one + dot_sigma(so_field)
    h_minus = xi * one - dot_sigma(so_field)
    H = np.block([[h_k, gap], [gap.conj().T, -h_minus.T]])
    return np.linalg.eigvalsh(H)


for phase in (1.0, 1j):
    for _ in range(20):
        b = rng.normal(size=3)
        b_len = np.linalg.norm(b)
        xi, ps, dd = rng.normal(size=3)
        E = [np.sqrt((xi + lam * b_len)**2 + abs(ps + lam * phase * dd)**2)
             for lam in (1, -1)]
        exact = np.sort([E[0], E[1], -E[0], -E[1]])
        found = bogoliubov(xi, b, ps, phase * dd * b / b_len)
        assert np.allclose(found, exact, atol=1e-10)

# purely perpendicular d: gapless once the splitting exceeds the gap
xi0 = np.sqrt(1.0 - 0.3**2)
e_perp = bogoliubov(xi0, np.array([0, 0, 1.0]), 0, np.array([0.3, 0, 0]))
assert np.min(np.abs(e_perp)) < 1e-12

# isotropic g = k/|k|: same nonzero gap in every direction
iso = []
for _ in range(30):
    q = rng.normal(size=3)
    q /= np.linalg.norm(q)
    iso.append(np.min(np.abs(bogoliubov(1.0, q, 0.02, 0.05 * q))))
assert np.allclose(iso, 0.03, atol=1e-10)

# nodal sheet and the other sheet in the worked example
node_info = {}
for v_s in (0.20, -0.10):
    r0, dt0 = results[v_s][3:]
    lam0, deg0 = node_of(r0)
    s0 = np.sin(np.radians(deg0))
    lowest = {}
    for lam in (1, -1):
        k = sheet_k(lam, s0, E_F)
        g_here = np.array([0, -s0, 0])
        E = bogoliubov(k * k / 2 - E_F, alpha * k / k_F * g_here,
                       r0 * dt0, np.sqrt(1.5) * dt0 * g_here)
        lowest[lam] = np.min(np.abs(E))
    assert lowest[lam0] < 1e-10
    assert abs(lowest[-lam0] / (2 * abs(r0) * dt0) - 1) < 1e-5
    node_info[v_s] = (2 * alpha * s0, lowest[-lam0])

# linear density of states, from a direct count of low-energy states
r0, dt0 = results[0.20][3:]
lam0, deg0 = node_of(r0)
th0 = np.radians(deg0)
slope = (0.5 * density(lam0, np.sin(th0)) * np.pi * np.tan(th0)
         / (np.sqrt(1.5) * dt0))
E_low = 0.02 * abs(r0) * dt0
fine = (np.arange(1000000) + 0.5) * np.pi / 1000000
s_f = np.sin(fine)
count = 0.0
for lam in (1, -1):
    D_f = dt0 * (r0 + lam * np.sqrt(1.5) * s_f)
    count += np.sum(0.5 * density(lam, s_f) * s_f / 2
                    * np.sqrt(np.maximum(E_low**2 - D_f**2, 0)))
count *= np.pi / 1000000
assert abs(count / (slope * E_low**2 / 2) - 1) < 0.01

# ---------- output ----------
print("p-wave states with unchanged Tc:", n_protected, "of", len(Q_eig))
print("Tc/Tc0 at alpha/(kB Tc0) =", *strengths, "(0 = no transition)")
for s in shown:
    print(f" d={s:11s} perp. weight {perp_weight[s]:.3f}: "
          + " ".join(f"{t:.5f}" for t in tc_table[s]))
print("alpha/(kB Tc0): end of line at T=0, largest value on line")
for s, (end, largest) in limits.items():
    print(f" d={s:11s} {end:.3f} {largest:.3f}")
print(f"E_F = {E_F} hartree, alpha = {alpha} hartree")
print(f"cutoff = {omega_c} hartree, v_t = {v_t}, eta = {eta:.3f}")
print(f"equator densities n+, n- = {density(1, 1):.4f}, {density(-1, 1):.4f}")
print(f"M_ss, M_st, M_tt = {M_ss:.5f}, {M_st:.5f}, {M_tt:.5f}")
T_pure = tc_from(v_t * M_tt)
print(f"Tc, triplet without mixing = {T_pure:.4e} hartree"
      f" = {T_pure * KELVIN:.3f} K")
for v_s, (Lam, T_c, r_c, r0, dt0) in results.items():
    print(f"singlet coupling v_s = {v_s:.2f}: eigenvalue {Lam:.5f}")
    print(f" Tc = {T_c:.4e} hartree = {T_c * KELVIN:.3f} K")
    print(f" Delta_s/Delta_t at Tc = {r_c:.4f}, at T=0 = {r0:.4f}")
    print(f" |Delta_t| at T=0 = {dt0:.4e} hartree")
    for label, r in (("Tc", r_c), ("T=0", r0)):
        node = node_of(r)
        if node is None:
            print(f" {label}: no line node")
        else:
            print(f" {label}: node on sheet {node[0]:+d}, theta = "
                  f"{node[1]:.2f} and {180 - node[1]:.2f} deg")
    if v_s in node_info:
        print(f" at T=0 node: splitting {node_info[v_s][0]:.3e},"
              f" other-sheet gap {node_info[v_s][1]:.3e} hartree")
print(f"v_s = 0.20, T=0: N(E)/(N0 E) = {slope:.4e} per hartree")
print(f"counted/predicted low-energy states = "
      f"{count / (slope * E_low**2 / 2):.5f}")
print("finished without a failed check")
```

Output:

```
p-wave states with unchanged Tc: 1 of 9
Tc/Tc0 at alpha/(kB Tc0) = 1.0 10.0 100.0 (0 = no transition)
 d=(ky,-kx,0)  perp. weight 0.000: 1.00000 1.00000 1.00000
 d=(kx,ky,0)   perp. weight 1.000: 0.78209 0.00000 0.00000
 d=(0,0,kz)    perp. weight 1.000: 0.90747 0.00000 0.00000
 d=(0,0,kx)    perp. weight 1.000: 0.78209 0.00000 0.00000
 d=(kz,0,0)    perp. weight 0.500: 0.95703 0.16804 0.01673
 d=(kx,-ky,0)  perp. weight 0.500: 0.91073 0.10149 0.01015
alpha/(kB Tc0): end of line at T=0, largest value on line
 d=(kx,ky,0)   1.015 1.230
 d=(0,0,kz)    1.673 1.875
 d=(0,0,kx)    1.015 1.230
E_F = 0.2 hartree, alpha = 0.04 hartree
cutoff = 0.001 hartree, v_t = 0.25, eta = 0.100
equator densities n+, n- = 0.8149, 1.2149
M_ss, M_st, M_tt = 1.00997, -0.16330, 1.01196
Tc, triplet without mixing = 2.1773e-05 hartree = 6.875 K
singlet coupling v_s = 0.20: eigenvalue 0.27203
 Tc = 2.8711e-05 hartree = 9.066 K
 Delta_s/Delta_t at Tc = -0.4663, at T=0 = -0.3245
 |Delta_t| at T=0 = 3.9729e-05 hartree
 Tc: node on sheet +1, theta = 22.38 and 157.62 deg
 T=0: node on sheet +1, theta = 15.36 and 164.64 deg
 at T=0 node: splitting 2.120e-02, other-sheet gap 2.579e-05 hartree
singlet coupling v_s = 0.30: eigenvalue 0.32922
 Tc = 5.4377e-05 hartree = 17.171 K
 Delta_s/Delta_t at Tc = -1.8674, at T=0 = -3.3009
 |Delta_t| at T=0 = 2.3855e-05 hartree
 Tc: no line node
 T=0: no line node
singlet coupling v_s = -0.10: eigenvalue 0.25110
 Tc = 2.1133e-05 hartree = 6.673 K
 Delta_s/Delta_t at Tc = 0.0464, at T=0 = 0.0493
 |Delta_t| at T=0 = 3.5181e-05 hartree
 Tc: node on sheet -1, theta = 2.17 and 177.83 deg
 T=0: node on sheet -1, theta = 2.31 and 177.69 deg
 at T=0 node: splitting 3.220e-03, other-sheet gap 3.468e-06 hartree
v_s = 0.20, T=0: N(E)/(N0 E) = 8.4100e+03 per hartree
counted/predicted low-energy states = 1.00000
finished without a failed check
```
